# Second-Harmonic Currents Driven by the Lorentz Force in an Inductive Skin Layer

## Symmetry and the form of the answer

Let a coil drive an electric field along $y$ and a magnetic field along $x$ in a plasma that fills $z>0$. Reflect the system in the plane $y=0$. The coil current, $E_y$ and $B_x$ change sign (the last because $\mathbf B$ is an axial vector), while a current along $z$ does not. The longitudinal current is therefore even in the coil current.

Write the coil current as $\mathrm{Re}[I e^{-i\omega t}]$ with complex $I$. Delaying it multiplies $I$ by a phase factor $e^{i\varphi}$ and must multiply the amplitude at $2\omega$ by $e^{2i\varphi}$. For a weak drive at fixed plasma density the lowest term allowed is

$$J_2(z)=C(z)\,I^2. \tag{1}$$

Symmetry does not fix $C$. The Lorentz force pushes electrons along $z$, but the charge they displace pushes back, so $C$ depends on how the current can return.

## The fields in the skin layer

The algebra uses atomic units: electron mass and elementary charge are 1, the electron has charge $-1$, $\varepsilon_0=1/4\pi$ and $\mu_0=4\pi/c^2$. Every oscillating quantity is the real part of its complex amplitude times the time factor.

The plasma has uniform electron density $n$. Electrons are cold, respond locally and lose momentum at a constant rate $\nu$. The winding has $N$ turns per unit length, and its flux returns through a path of low reluctance, as for a long solenoid whose radius greatly exceeds the skin depth. The surface field is then

$$B_0=\mu_0 N I. \tag{2}$$

To first order in $I$ the electron equation along $y$ is $(\nu-i\omega)v_y=-E_y$, so the current density is

$$J_y=-nv_y=\sigma_1E_y,\qquad \sigma_1=\frac{n}{\nu-i\omega}. \tag{3}$$

Faraday's law gives $\partial_zE_y=-i\omega B_x$, and Ampère's law gives $\partial_zB_x=\mu_0\sigma_1E_y-i\omega E_y/c^2$. Differentiating the first and inserting the second,

$$\partial_z^2E_y=\left(-i\omega\mu_0\sigma_1-\frac{\omega^2}{c^2}\right)E_y\equiv\kappa^2E_y .$$

Since $\nu-i\omega=-i(\omega+i\nu)$, this is

$$\kappa^2=\frac{\mu_0n\omega}{\omega+i\nu}-\frac{\omega^2}{c^2},\qquad \mathrm{Re}\,\kappa>0. \tag{4}$$

The fields decay as $e^{-\kappa z}$. Faraday's law becomes $-\kappa E_0=-i\omega B_0$, so $E_0=i\omega B_0/\kappa$. Inserting this in the electron equation,

$$v_y=-\frac{i\omega B_0e^{-\kappa z}}{\kappa(\nu-i\omega)}
=\frac{\omega B_0}{\kappa(\omega+i\nu)}e^{-\kappa z}. \tag{5}$$

## The force at twice the frequency

The force on an electron is $-\mathbf v\times\mathbf B$. Because $\hat y\times\hat x=-\hat z$, its $z$ component is $+v_yB_x$. For two real oscillations with amplitudes $a$ and $b$,

$$\mathrm{Re}(ae^{-i\omega t})\,\mathrm{Re}(be^{-i\omega t})
=\tfrac12\mathrm{Re}(ab^*)+\tfrac12\mathrm{Re}(ab\,e^{-2i\omega t}). \tag{6}$$

The first term is the steady push into the plasma. The second has amplitude

$$F_2=\tfrac12v_yB_x=\frac{\omega B_0^2}{2\kappa(\omega+i\nu)}e^{-2\kappa z}. \tag{7}$$

It decays over half the skin depth. In a dense plasma the last term of (4) is negligible, and $\omega/(\omega+i\nu)=\kappa^2/(\mu_0n)$. Then

$$F_2\simeq\frac{\kappa B_0^2}{2\mu_0n}e^{-2\kappa z},\qquad
\Phi\equiv\int_0^\infty F_2\,dz\simeq\frac{B_0^2}{4\mu_0n}. \tag{8}$$

The integral supplied a factor $1/(2\kappa)$, which removed $\kappa$. The driving voltage $\Phi$ is thus independent of frequency and collision rate in this limit. It is the oscillating part of the magnetic pressure, $B_0^2/4\mu_0$, divided by the charge density.

## Response of the electrons, ions and space charge

Let $E_2$ be the longitudinal electric field at $2\omega$. The electron equation along $z$ is $(\nu-2i\omega)v_z=-E_2+F_2$, so the electron current $J_e=-nv_z$ is

$$J_e=\sigma_2(E_2-F_2),\qquad \sigma_2=\frac{n}{\nu-2i\omega}. \tag{9}$$

The omitted terms are of higher order. Both $v_z$ and the density change $\delta n$ begin at order $B_0^2$, so $v_z\partial_zv_z$ and $\delta n\,v_z$ begin at order $B_0^4$. The force $v_zB_x$ alters $v_y$ at order $B_0^3$, and hence $F_2$ at order $B_0^4$.

Setting $E_2=0$ would give the unscreened current $-\sigma_2F_2$. To find the actual field we need the remaining currents. Singly charged ions of mass $M$ and collision frequency $\nu_i$ obey $M(\nu_i-2i\omega)v_i=E_2$, giving $J_i=\sigma_iE_2$ with $\sigma_i=n/[M(\nu_i-2i\omega)]$. The Lorentz force on ions is neglected because their motion along $y$ is smaller by a factor of order $1/M$. Their response to $E_2$ must be kept, since it competes with the small displacement current rather than with $\sigma_2$.

In one dimension the total current $J_T$ does not depend on $z$:

$$J_e+J_i-2i\omega\varepsilon_0E_2=J_T. \tag{10}$$

Combine the ion and displacement currents as $-2i\omega\varepsilon_0\varepsilon_bE_2$, where

$$\varepsilon_b=1+\frac{i\sigma_i}{2\omega\varepsilon_0}
=1-\frac{4\pi n}{2\omega M(2\omega+i\nu_i)}. \tag{11}$$

Adding the electrons gives the full permittivity

$$\varepsilon_2=\varepsilon_b+\frac{i\sigma_2}{2\omega\varepsilon_0}
=\varepsilon_b-\frac{4\pi n}{2\omega(2\omega+i\nu)}. \tag{12}$$

Substituting (9) in (10) gives $(\sigma_2-2i\omega\varepsilon_0\varepsilon_b)E_2=J_T+\sigma_2F_2$. The bracket equals $-2i\omega\varepsilon_0\varepsilon_2$, so

$$E_2=-\frac{J_T+\sigma_2F_2}{2i\omega\varepsilon_0\varepsilon_2}. \tag{13}$$

Equation (10) also gives $J_e=J_T+2i\omega\varepsilon_0\varepsilon_bE_2$. With (13),

$$J_e=J_T-\frac{\varepsilon_b}{\varepsilon_2}(J_T+\sigma_2F_2). \tag{14}$$

## Open path

If no net current can leave the layer, $J_T=0$. This holds for radial current in a long, axially uniform cylinder, where symmetry forbids net current through the axis. Then

$$J_e=-\frac{\varepsilon_b}{\varepsilon_2}\sigma_2F_2. \tag{15}$$

When the electron term dominates (12), $\varepsilon_2\simeq i\sigma_2/(2\omega\varepsilon_0)$. Then $-\sigma_2/\varepsilon_2\simeq2i\omega\varepsilon_0$, and (15), (8) and (2) give

$$J_e\simeq2i\omega\varepsilon_0\varepsilon_bF_2
\simeq\frac{i\omega\kappa\varepsilon_bN^2}{nc^2}I^2e^{-2\kappa z}. \tag{16}$$

The last step used $\varepsilon_0\mu_0=1/c^2$. This is the coefficient in (1). Its meaning is direct: space charge builds a field $E_2\simeq F_2$ that nearly balances the force, and the electrons carry the small current needed to charge and discharge the layer. With weak ion collisions the ion current opposes the displacement current, so when $2\omega$ exceeds the ion plasma frequency the ions reduce the current that the electrons must carry. If ion collisions are negligible, $\varepsilon_b$ vanishes when $2\omega$ equals the ion plasma frequency; the ion and displacement currents then cancel each other and (15) gives no electron current.

## Closed path

Now let the current return through a gap, such as sheaths and a dielectric window, whose capacitance equals that of a vacuum gap of width $d$. The sheaths are treated as linear capacitors. The gap field is $-J_T/(2i\omega\varepsilon_0)$, and the magnetic voltage induced around the loop at $2\omega$ is neglected. The remaining voltages must then add to zero:

$$\int_0^LE_2\,dz-\frac{J_Td}{2i\omega\varepsilon_0}=0. \tag{17}$$

For plasma depth $L$ much larger than the skin depth, the integral of $F_2$ is $\Phi$. Inserting (13) and multiplying by $-2i\omega\varepsilon_0\varepsilon_2$ gives $J_TL+\sigma_2\Phi+\varepsilon_2J_Td=0$, so

$$J_T=-\frac{\sigma_2\Phi}{L+\varepsilon_2d}. \tag{18}$$

The electron current follows from (14). If the gap dominates, $|\varepsilon_2|d\gg L$, the dense-plasma limit is

$$J_T\simeq\frac{2i\omega\varepsilon_0\Phi}{d}
\simeq\frac{i\omega N^2}{2nc^2d}I^2. \tag{19}$$

This current crosses the whole plasma, although its source lies in the skin layer. As $L+\varepsilon_2d$ approaches zero, the inductive bulk resonates with the capacitive gap; (19) fails there and (18) is needed.

Equations (15) and (18) were tested against a nonlinear time-dependent solution of the electron, ion and field equations. Frequencies were measured in units of the plasma frequency $\omega_p$ and lengths in $c/\omega_p$. The settings were $\omega=\nu=0.05$, $M=200$, $\nu_i=0.02$, $L=10$ and $d=1$, with ions moving along $z$ only. Surface fields of 0.002 and 0.004, in units of $\omega_p$ times electron mass over charge, were applied. At three sampled depths the electron currents agreed with the formulas to within 0.14% of the predicted values. Doubling the drive multiplied the open-path current by 3.996 and the closed-path total by 3.998.

## Closed loops and curvature

A reactor of finite size also allows currents that circulate inside the plasma. Consider fields that vary with $x$ and $z$ but not $y$, and write $\mathbf B=\nabla\times(A\hat y)$ and $E_y=i\omega A$. The local response is $v_y=gA$, with $g=\omega/(\omega+i\nu)$. Since $\hat y\times(\nabla A\times\hat y)=\nabla A$,

$$\mathbf F_2=-\tfrac12v_y\nabla A=-\tfrac14g\nabla A^2. \tag{20}$$

For uniform $\nu$ this is a gradient, and its integral around any closed loop is zero. If $\nu$ varies, its curl is $-\tfrac14\nabla g\times\nabla A^2$, which need not vanish.

A numerical loop integral with a prescribed two-wave field confirmed both cases. With uniform $\nu$ the sum over the four sides was below $10^{-11}$ of the sum of their magnitudes. With $\nu$ rising by a factor 2.5 across the loop it was 0.015.

Curvature supplies another circulating force. Around a cylinder with $\mathbf B=\nabla\times(A\hat\theta)$ and $v_\theta=gA$, the Lorentz force at $2\omega$ is $-\tfrac12gA\,\nabla(rA)/r$. The radial equation also contains the centrifugal term $+\tfrac12g^2A^2/r$. Expanding $\nabla(rA)=r\nabla A+A\hat r$ and adding,

$$\mathbf F_2=-\tfrac14g\nabla A^2-\tfrac12g(1-g)\frac{A^2}{r}\hat r,
\qquad 1-g=\frac{i\nu}{\omega+i\nu}. \tag{21}$$

The last term vanishes without collisions. In a long uniform coil it depends on $r$ alone, so it is still a gradient. In a short coil $A$ also varies along the axis, and the term drives circulating current that space charge cannot cancel. Near radius $R$ its size relative to the skin-layer force is about $\nu/(|\omega+i\nu||\kappa|R)$.

## An argon discharge

Take 27.12 MHz, 20 mTorr argon at 400 K, $n=10^{11}$ cm$^{-3}$ and an electron temperature of 2.5 eV. The coil carries 2 A amplitude at 0.5 turn/cm. A rough electron collision rate coefficient of $10^{-7}$ cm$^3$/s gives $\nu=4.83\times10^7$ s$^{-1}$, against $\omega=1.704\times10^8$ s$^{-1}$. The ion collision frequency is set to $5\times10^5$ s$^{-1}$.

The surface magnetic field is 1.26 G, the surface electric field 3.67 V/cm and the skin depth 17.3 mm. Restoring the elementary charge $e$ in (8) for SI units,

$$\frac{B_0^2}{4\mu_0ne}
=\frac{(1.257\times10^{-4})^2}{4(1.257\times10^{-6})(10^{17})(1.602\times10^{-19})}\ \mathrm V
\simeq0.196\ \mathrm V.$$

At the surface the $2\omega$ force per charge has amplitude 0.229 V/cm. Without space charge it would drive 18.7 mA/cm$^2$, about 3% of the fundamental current density of 584 mA/cm$^2$. For the open path, (16) with $\varepsilon_b=0.962$ gives instead

$$|J_e|\simeq2(1.704\times10^8)(8.854\times10^{-12})(0.962)(22.9)\ \mathrm{A/m^2},$$

or 6.65 µA/cm$^2$ ($2.81\times10^{-20}$ atomic units). Screening reduces the current by $|\varepsilon_2/\varepsilon_b|=2712/0.962\simeq2.8\times10^3$.

For $L=100$ mm and $d=3$ mm, $|\varepsilon_2|d$ is about 8.1 m, so the gap controls the closed path. Equation (19) gives 19.7 µA/cm$^2$; the full expression (18) gives 20.0 µA/cm$^2$. The neglected magnetic voltage can matter more than this small difference: for uniform current in a plasma of radius 100 mm with a coaxial return at 120 mm, it is about a tenth of the gap voltage. Within the one-dimensional model, the electron current at the surface is 26.6 µA/cm$^2$, because the uniform current and the local charging current have nearly the same phase.

At fixed density, coil currents of 1, 2 and 4 A give open-path currents of 1.66, 6.65 and 26.6 µA/cm$^2$: each doubling gives a factor of four in the weak-drive formula. At 4 A the steady push amounts to about 0.78 V, or 0.3 of the electron temperature in volts. It can then change the density in the skin layer noticeably, so the last value is only a rough guide.

## When the coil also changes the density

Raising the coil current in a discharge usually raises $n$ as well. The power entering unit area is

$$S=-\frac{1}{2\mu_0}\mathrm{Re}(E_0B_0^*)
=\frac{\omega|B_0|^2}{2\mu_0}\,\mathrm{Im}\frac1\kappa. \tag{22}$$

At fixed $\nu$, and with displacement current neglected in (4), $\kappa\propto n^{1/2}$ and $S\propto |I|^2n^{-1/2}$. If the loss is proportional to $n$, as for fixed electron temperature and geometry, power balance gives

$$n\propto|I|^{4/3}. \tag{23}$$

By (16), with $\varepsilon_b$ near 1, the open-path current varies as $|I|^2n^{-1/2}\propto|I|^{4/3}$. The gap-controlled current (19) varies as $|I|^2/n\propto|I|^{2/3}$. Neither contradicts (1), which holds $n$ fixed.

Solving the power balance for a 10% rise from 2 A gives exponents of 1.333 for the density and 1.277 for the open-path current. The second lies below $4/3$ because $\varepsilon_b$ falls as the density rises.

## Conditions and the real reactor

Oscillating collisional heating also produces a force at $2\omega$. If the energy lost from directed motion becomes heat, and heat conduction is neglected, the temperature amplitude obeys $\tfrac32(-2i\omega)T_2=\tfrac12\nu v_y^2$, so $T_2=i\nu v_y^2/(6\omega)$. Its pressure force is $-\partial_zT_2=2\kappa T_2$. Dividing by (7) and using (5),

$$\frac{2\kappa T_2}{F_2}=\frac{2i\nu}{3(\omega+i\nu)}. \tag{24}$$

The magnitude here is 0.18, but this takes the heat to be isotropic at once. For isotropic elastic scattering at constant $\nu$, the $zz$ pressure per electron obeys $(\nu-2i\omega)P_{zz}=\nu T_2+\nu v_y^2/6$, so $P_{zz}=T_2(\nu-i\omega)/(\nu-2i\omega)$. This factor has magnitude 0.51 here and lowers the ratio to about 0.09. This force is also quadratic in $I$, so a measured quadratic law does not by itself identify the Lorentz force as the source.

Compression of the electrons matters much less. Charge conservation and (16) give a density amplitude $2\kappa\varepsilon_0\varepsilon_bE_2$. For one-dimensional adiabatic compression at electron temperature $T$, the pressure force relative to $E_2$ is $3T\varepsilon_0\varepsilon_b(2\kappa)^2/n$, about $5\times10^{-5}$ in magnitude.

The local response is less secure. The distance a thermal electron travels in the time $1/|\omega+i\nu|$ is 0.35 of the skin depth, so thermal motion can noticeably change $v_y$ and the absorbed power. The cyclotron frequency is 0.125 of $|\omega+i\nu|$, but this ratio does not measure what magnetic bending does to the $2\omega$ force. The shear of $v_y$ creates a thermal stress $P_{yz}\simeq T\kappa v_y/(\nu-i\omega)$, which $B_x$ rotates into a $zz$ pressure at $2\omega$. Its force relative to $F_2$ is roughly $4T\kappa^2/[(\nu-i\omega)(\nu-2i\omega)]$, about 0.1 in magnitude here and independent of the coil current.

The pressure, density and fields lie in the range of low-pressure processing reactors. A compact reactor also breaks the assumption that there is no circulating force, and the effect can be large. For a short coil with $R=100$ mm, the estimate below (21) gives $0.27\times0.17\simeq0.05$. If space charge cancelled none of this force, it would drive 5% of the unscreened current, about 0.9 mA/cm$^2$, over a hundred times the open-path value. That is an upper scale, not a prediction. Space charge still cancels the gradient part of the force, which is most of it when the coil is much longer than the skin depth, and the inductance of the loop at $2\omega$ reduces the current further. For $A$ varying as $\cos kz$ along the axis, with half-wavelengths $\pi/k$ from 30 to 400 mm and no current through the wall, the peak circulating current is roughly 30 to 90 µA/cm$^2$, still several times the open-path value. A coil without an electrostatic shield also drives the sheaths capacitively. Real sheaths are nonlinear and produce their own current at $2\omega$, which can exceed the values found here. The microampere results therefore apply to the Lorentz-force current in a planar layer with linear sheaths, or in a long cylinder with $|\kappa|R\gg1$. At $R=100$ mm the cylindrical field profile and the centrifugal term already lower the open-path surface current from 6.65 to about 5.2 µA/cm$^2$. In a compact reactor the quadratic law at fixed density can survive while its coefficient depends on curvature, nonuniform collisions and thermal motion.

## Values computed for the example and the checks

```
Simulation, open path, worst relative error: 1.34e-03
Simulation, closed path, worst relative error: 8.44e-04
Simulation, total current, relative error: 8.37e-04
Current growth for doubled drive, open path: 3.9957
Current growth for doubled drive, closed path: 3.9975
Loop emf fraction, uniform collisions: 5.5e-12
Loop emf fraction, nonuniform collisions: 0.015
Input frequency: 27.12 MHz
Input argon pressure: 20 mTorr
Input gas temperature: 400 K
Input electron density: 1.0e+11 cm^-3
Input electron temperature: 2.5 eV
Input coil current amplitude: 2.0 A
Input winding density: 0.5 turn/cm
Input collision rate coefficient: 1.0e-07 cm^3/s
Input ion collision frequency: 5.0e+05 s^-1
Input plasma depth: 100 mm
Input vacuum-equivalent gap: 3.0 mm
Electron collision frequency: 4.828e+07 s^-1
Angular frequency: 1.704e+08 s^-1
Surface magnetic field amplitude: 1.257 G
Skin depth 1/Re(kappa): 17.30 mm
Depth scale of 2w force: 8.65 mm
Surface electric field amplitude: 3.669 V/cm
Absorbed power flux: 0.252 W/cm^2
Lorentz force per charge at 2w: 0.2289 V/cm
2w voltage from space-time integral: 0.19610 V
2w voltage from magnetic pressure: 0.19608 V
Fundamental current density: 583.7 mA/cm^2
Unscreened 2w current: 18741.0 uA/cm^2
Full permittivity magnitude at 2w: 2712.2
Ion-plus-vacuum permittivity, real part: 0.9624
Open-path electron 2w current: 6.650 uA/cm^2
Open-path 2w current phase: 82.1 deg
Same current in atomic units: 2.811e-20 a.u.
Closed-path total 2w current: 19.974 uA/cm^2
Closed-path surface electron current: 26.583 uA/cm^2
Open-path 2w current at 1 A, fixed n: 1.662 uA/cm^2
Open-path 2w current at 2 A, fixed n: 6.650 uA/cm^2
Open-path 2w current at 4 A, fixed n: 26.600 uA/cm^2
Exponent of density under power balance: 1.333
Exponent of open 2w current, same balance: 1.277
Neglected: thermal path / skin depth: 0.345
Neglected: 2w heating force / Lorentz force: 0.182
Neglected: density-pressure correction: 5.4e-05
Neglected: cyclotron / response frequency: 0.125
Neglected: skin depth / plasma depth: 0.173
```
